# Matthews-Blakeslee critical thickness of a strained epitaxial film

A crystalline film of thickness $h$ has grown coherently on a very thick substrate. Its stress-free lattice parameter is $a_f$ and that of the substrate is $a_s$, so the film carries the in-plane biaxial strain

$$f=\frac{a_s-a_f}{a_f}.$$

We take $f>0$, a film in tension. For a film in compression the Burgers vector below is reversed and $f$ is replaced by $|f|$.

A dislocation inherited from the substrate threads the film up to its free surface. If it glides sideways, it leaves a straight misfit dislocation in the interface. The problem is to find the thickness at which the misfit stress can just drive this motion.

Film and substrate are isotropic, with the same shear modulus $\mu$ and Poisson ratio $\nu$. Surface steps and other dislocations are left out, and lattice friction enters only in part (h). The axis $x$ lies in the interface across the misfit line, $y$ is the outward film normal, and $z$ runs along the misfit line. The Burgers vector $\mathbf b=(b_x,b_y,b_z)$ has length $b$ and makes an angle $\lambda$ with $x$ and $\beta$ with $z$:

$$b_x=b\cos\lambda>0,\qquad b_z=b\cos\beta .$$

## (a) What is the stress in the coherent film?

**Solution.** The substrate imposes $\varepsilon_{xx}=\varepsilon_{zz}=f$. The normal strain $e=\varepsilon_{yy}$ adjusts until the free surface carries no traction. With the Lamé constant $\Lambda=2\mu\nu/(1-2\nu)$, Hooke's law gives

$$\sigma_{yy}=\Lambda(2f+e)+2\mu e=0 .$$

Since $\Lambda+2\mu=2\mu(1-\nu)/(1-2\nu)$,

$$e=-\frac{2\Lambda f}{\Lambda+2\mu}=-\frac{2\nu}{1-\nu}f .$$

The in-plane stress is $\sigma=\Lambda(2f+e)+2\mu f$. The condition $\sigma_{yy}=0$ replaces the first term by $-2\mu e$, so

$$\sigma=2\mu(f-e)=2\mu\,\frac{1+\nu}{1-\nu}\,f .$$

Thus $\sigma_{xx}=\sigma_{zz}=\sigma$ and all other components vanish. The thick substrate is taken as unstressed.

## (b) What force does this stress exert on the threading segment?

**Solution.** Let the line sense run along $+z$ in the interface and then up the thread to the surface. The Peach-Koehler force on a line element $d\mathbf l$ is

$$d\mathbf F=(\boldsymbol\sigma\cdot\mathbf b)\times d\mathbf l,\qquad \boldsymbol\sigma\cdot\mathbf b=(\sigma b_x,\,0,\,\sigma b_z).$$

Its component along the misfit line is

$$dF_z=(\sigma b_x)\,dy-0\cdot dx=\sigma b_x\,dy .$$

Integrating from the interface to the surface gives

$$F_{\rm drive}=\sigma b_x h=\sigma h b\cos\lambda .$$

The force is positive, so the thread moves towards $+z$ and lengthens the misfit line behind it. The slope and curvature of the thread have dropped out, because the integrand contains $dy$ alone.

The work done by the stress gives the same answer. Let the glide plane have unit normal $\mathbf n=(n_x,n_y,0)$; it contains the $z$ axis. Its slant length through the film is $h/|n_x|$, so an advance $dz$ sweeps the area $h\,dz/|n_x|$. The film traction on that plane is $(\sigma n_x,0,0)$, and its work during the slip $\mathbf b$ has magnitude

$$\sigma |n_x| b_x\,\frac{h\,dz}{|n_x|}=\sigma b_x h\,dz .$$

The components $b_y$ and $b_z$ do not contribute: the slip must have a part that stretches the film across the misfit line.

## (c) How much elastic energy lies in a thin shell around a straight dislocation in bulk?

**Solution.** Place the line at the origin, and first let the edge part $b_e$ point along $x$. With $r^2=x^2+y^2$ and polar angle $\theta$, consider the displacements

$$u_x=\frac{b_e}{2\pi}\left[\theta+\frac{xy}{2(1-\nu)r^2}\right],$$

$$u_y=-\frac{b_e}{2\pi}\left[\frac{1-2\nu}{2(1-\nu)}\ln r+\frac{x^2-y^2}{4(1-\nu)r^2}\right].$$

On one circuit $\theta$ grows by $2\pi$ and everything else returns to its value, so the displacement jumps by $b_e$ along $x$, as required.

For the stress, write $c=1/[2(1-\nu)]$ and $D=\mu b_e/[2\pi(1-\nu)]$. Differentiation gives

$$\partial_xu_x=-\frac{b_e y}{2\pi r^2}\left[1+c\,\frac{x^2-y^2}{r^2}\right],$$

$$\partial_yu_y=-\frac{b_e y}{2\pi r^2}\left[(1-2\nu)c-\frac{2cx^2}{r^2}\right].$$

When the two brackets are added, the terms in $x^2$ and $y^2$ combine to $-c$, which leaves $1-c+(1-2\nu)c=1-2\nu c$. With the common minus sign, the dilatation is therefore

$$\frac{b_e y}{2\pi r^2}(-1+2\nu c)=-\frac{1-2\nu}{1-\nu}\,\frac{b_e y}{2\pi r^2},$$

and multiplied by $\Lambda$ it is $-2\nu Dy/r^2$. Adding $2\mu\,\partial_xu_x$ or $2\mu\,\partial_yu_y$, with $2\mu b_e/2\pi=2(1-\nu)D$, gives

$$\sigma_{xx}=-D\frac{y(3x^2+y^2)}{r^4},\qquad \sigma_{yy}=D\frac{y(x^2-y^2)}{r^4}.$$

For the shear stress,

$$\partial_yu_x+\partial_xu_y=\frac{b_e x}{2\pi r^2}\left[1-(1-2\nu)c+c\,\frac{x^2-3y^2}{r^2}\right].$$

Here $1-(1-2\nu)c=c$, so the bracket is $2c(x^2-y^2)/r^2$ and

$$\sigma_{xy}=D\frac{x(x^2-y^2)}{r^4}.$$

Rotated to polar components, these stresses become

$$\sigma_{rr}=\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad \sigma_{r\theta}=\frac{D\cos\theta}{r}.$$

They satisfy both equilibrium equations:

$$\partial_r\sigma_{rr}+\frac{\partial_\theta\sigma_{r\theta}}{r}+\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}=\frac{D\sin\theta}{r^2}-\frac{D\sin\theta}{r^2}+0=0,$$

$$\partial_r\sigma_{r\theta}+\frac{\partial_\theta\sigma_{\theta\theta}}{r}+\frac{2\sigma_{r\theta}}{r}=\frac{D\cos\theta}{r^2}(-1-1+2)=0 .$$

The force on a circle around the line has the $x$ component $\int(\sigma_{rr}\cos\theta-\sigma_{r\theta}\sin\theta)\,r\,d\theta=-D\int\sin2\theta\,d\theta=0$ and the $y$ component $D\int\cos2\theta\,d\theta=0$. The field thus belongs to a dislocation with no extra line force.

In plane strain $\varepsilon_{ij}=[\sigma_{ij}-\nu\delta_{ij}(\sigma_{rr}+\sigma_{\theta\theta})]/2\mu$ for the in-plane components. The energy density $\tfrac12\sigma_{ij}\varepsilon_{ij}$ is

$$w=\frac{\sigma_{rr}^2+\sigma_{\theta\theta}^2-\nu(\sigma_{rr}+\sigma_{\theta\theta})^2+2\sigma_{r\theta}^2}{4\mu}
=\frac{D^2}{2\mu r^2}\left(1-2\nu\sin^2\theta\right).$$

Integration over $\theta$ replaces the bracket by $2\pi(1-\nu)$. Per unit length of line, the shell between $r$ and $r+dr$ holds

$$\frac{\pi(1-\nu)D^2}{\mu}\frac{dr}{r}=\frac{\mu b_e^2}{4\pi(1-\nu)}\frac{dr}{r}.$$

By isotropy this holds for any direction of $b_e$ in the $xy$ plane.

The screw part has $u_z=b_z\theta/2\pi$ and the single stress component $\sigma_{\theta z}=\mu b_z/2\pi r$. Its shell energy is $(\sigma_{\theta z}^2/2\mu)\,2\pi r\,dr=(\mu b_z^2/4\pi)\,dr/r$. Edge and screw parts share no stress component, so there is no cross term. With $b_e^2=b^2\sin^2\beta$ and $b_z^2=b^2\cos^2\beta$, the shell energy is $K\,dr/r$, where

$$K=\frac{\mu\left[b_e^2+(1-\nu)b_z^2\right]}{4\pi(1-\nu)}=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)} .$$

## (d) How does the energy of the misfit line depend on its depth $h$?

**Solution.** Because the elastic constants match, the interface is elastically invisible. The misfit line is a dislocation at depth $h$ in a half-space. Let $W(h,r_0)$ be its elastic energy per length outside a core of radius $r_0$.

This energy is finite without an outer cutoff. Seen from $r\gg h$, the line appears to lie at the surface, where a slip step leaves the half-space unstressed. The $1/r$ part of the stress therefore cancels. The remainder falls as $h/r^2$, and its squared value is integrable at large $r$.

In linear elasticity the stress is proportional to $\mathbf b$, so the energy is quadratic in it, and $W/(\mu b^2)$ is a pure number that does not depend on the length $b$. The only other lengths are $h$ and $r_0$, so at fixed $\mathbf b$ and elastic constants $W$ depends on $h/r_0$ alone. Hence

$$h\frac{\partial W}{\partial h}=-r_0\frac{\partial W}{\partial r_0}.$$

The right side is easy to find. Enlarging the core by $dr_0$ removes the energy of one thin shell. For $r_0\ll h$ the stress there is the bulk field, of order $\mu b/r_0$, plus a smooth surface correction of order $\mu b/h$. The shell energy is then $K\,dr_0/r_0$, with a relative error of order $r_0/h$ at most. To leading order

$$\frac{\partial W}{\partial h}=\frac Kh .$$

The energy rises with depth, so the line is pulled towards the surface by the image force $K/h$. This was tested by an independent construction, in which the surface tractions of the bulk field are cancelled by line loads on the surface. Integration over $h$ gives

$$W=K\ln\frac{\alpha h}{b}.$$

The number $\alpha$ collects the integration constant and the core energy, which is assumed not to depend on $h$. Continuum elasticity fixes the coefficient of the logarithm but does not supply the core energy. The Matthews-Blakeslee convention is $\alpha=e$, or

$$W=K\left(\ln\frac hb+1\right),$$

which assigns the energy $K$ to a line at depth $b$.

## (e) At what thickness is the thread in balance?

**Solution.** Let the thread advance by $dz$, with a long misfit line already behind it. The thread, the bend where it meets the interface and their surroundings are merely translated, so their energy does not change. What is added is a length $dz$ of straight misfit line. The total energy changes by

$$dE=W\,dz-F_{\rm drive}\,dz .$$

The resisting "line tension" is therefore $W$, the energy per length. The second derivative of line energy with respect to orientation, which enters the stiffness of a bowing line, plays no part because the new segment is straight and has a fixed direction.

Balance means $F_{\rm drive}=W$. With the results of (a) to (d),

$$\frac{2\mu(1+\nu)f}{1-\nu}\,h_c b\cos\lambda=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\left(\ln\frac{h_c}{b}+1\right).$$

The factor $\mu/(1-\nu)$ cancels. Division by $2(1+\nu)fb\cos\lambda$ leaves

$$h_c=\frac{b\,(1-\nu\cos^2\beta)}{8\pi(1+\nu)f\cos\lambda}\left(\ln\frac{h_c}{b}+1\right).$$

This is the Matthews-Blakeslee equation in its form for a single uncapped film on a thick substrate. Capped layers and multilayers, where the thread lays down a misfit line at two interfaces, have a different numerical prefactor. It is implicit because the line energy itself depends on thickness. The shear modulus has gone, since it scales the drive and the resistance equally.

## (f) Which root is physical, and does one exist for every misfit?

**Solution.** Put $X=h/b$ and

$$A=\frac{1-\nu\cos^2\beta}{8\pi(1+\nu)f\cos\lambda},\qquad X=A(\ln X+1).$$

From the balance equation $\sigma b_x b/K=1/A$, so the net force on the thread is

$$F_{\rm drive}-W=K\,g(X),\qquad g(X)=\frac XA-\ln X-1 .$$

The function $g$ is convex, with its minimum at $X=A$, where $g=-\ln A$. It has two zeros for $A>1$, one for $A=1$ and none for $A<1$.

For $A>1$ we have $g(1)=1/A-1<0$, so the zeros lie on either side of $X=1$. The smaller one has $h<b$, where a continuum film has no meaning. The larger one is the critical thickness. Just below it the net force is negative and the misfit line tends to shorten; above it the thread advances.

To solve for $X$, divide the equation by $A$ and exponentiate: $e^{X/A}=eX$. Multiplication by $-e^{-X/A}/(eA)$ gives

$$-\frac XA\,e^{-X/A}=-\frac1{eA}.$$

This has the form $ue^u=\text{const}$, which defines the Lambert function. The larger $X$ needs the more negative $u=-X/A$, hence the lower branch:

$$h_c=-bA\,W_{-1}\!\left(-\frac1{eA}\right).$$

Iterating $X\to A(\ln X+1)$ also works. The map is increasing, and between the two roots it raises $X$ without passing the larger root. Above that root it lowers $X$, again without passing it. Any start above the smaller root therefore converges to the larger one. Near it, each step multiplies the error by the slope $A/X=1/(\ln X+1)<1$.

The dependence on misfit follows by taking the logarithm of $X=A(\ln X+1)$ and differentiating:

$$d\ln X\left(1-\frac1{\ln X+1}\right)=d\ln A .$$

Since $A\propto1/f$,

$$\frac{d\ln h_c}{d\ln f}=-\left(1+\frac1{\ln(h_c/b)}\right).$$

The critical thickness falls faster than $1/f$. The local exponent tends slowly to $-1$ as $h_c/b$ becomes large, but the product $fh_c$ does not settle to a constant: by the balance equation it grows in proportion to $\ln(h_c/b)+1$.

## (g) Evaluate the result for a 60° dislocation in a (001) film.

Take the round model parameters $\mu=50$ GPa, $\nu=0.3$, $b=0.4$ nm and $f=0.01$. The misfit line is along $[110]$, $x$ along $[\bar110]$, and $\mathbf b$ along $[011]$ in the glide plane $(1\bar11)$.

**Solution.** The scalar products of unit vectors give

$$\cos\lambda=\frac{[011]\cdot[\bar110]}{\sqrt2\sqrt2}=\frac12,\qquad \cos\beta=\frac{[011]\cdot[110]}{\sqrt2\sqrt2}=\frac12 .$$

The stress and the driving force per thickness are

$$\sigma=2(50)\frac{1.3}{0.7}(0.01)=1.857\ \text{GPa},\qquad \sigma b\cos\lambda=1.857\times0.2=0.371\ \text{nN/nm},$$

where $1\ \text{GPa nm}^2=1$ nN. The two remaining constants are

$$K=\frac{50(0.4)^2(0.925)}{4\pi(0.7)}=0.841\ \text{nN},\qquad A=\frac{0.925}{8\pi(1.3)(0.01)(0.5)}=5.662 .$$

Starting from 4 nm, the iteration gives 7.48, 8.90, 9.29, 9.39 and 9.41 nm, and settles at

$$h_c=9.42\ \text{nm}=23.5\,b .$$

The error shrinks by the factor 0.24 per step near the root, as $A/X=5.662/23.55$ requires. The smaller root, 0.16 nm, is less than $b$ and is discarded.

At $h_c$ both forces equal 3.50 nN. At half that thickness the drive is halved to 1.75 nN, while the line energy falls by only $K\ln2=0.58$ nN, to 2.92 nN: the thread is held back. At twice $h_c$ the drive is 7.00 nN against 4.08 nN, and the thread runs.

For $f=0.002$, $0.005$, $0.02$ and $0.04$ the critical thickness is 69.8, 22.9, 3.6 and 1.2 nm. At $f=0.01$ the local exponent is $-(1+1/\ln23.55)=-1.32$, so halving the misfit more than doubles $h_c$.

The root disappears when $A=1$, at $f=0.01\times5.662=0.057$. Beyond this value the formula gives a forward force at every thickness. That is no prediction for real films, because the roots merge at $h=b$. Already at $f=0.04$ the result is only $2.9\,b$, where the condition $r_0\ll h$ is doubtful.

## (h) How firm is the number, and what does lattice friction change?

**Solution.** For a general core parameter the balance is $X=A\ln(\alpha X)$. Differentiation at fixed $A$ gives $dX=A(d\ln\alpha+dX/X)$, hence

$$\frac{d\ln h_c}{d\ln\alpha}=\frac{A}{X-A}.$$

In the example this is $5.662/(23.55-5.662)=0.32$ at $\alpha=e$. The values $\alpha=1$, 2, $e$ and 4 give 6.2, 8.5, 9.4 and 10.6 nm. The core convention thus moves the result by several nanometres, and further digits of 9.42 nm describe the model rather than a film. At $\alpha=e$ the sensitivity equals $1/\ln X$, so it grows as the film gets thinner.

Now let glide require a friction stress $\tau_f$ on the slip plane. An advance $dz$ sweeps the area $h\,dz/|n_x|$ and costs the work $\tau_f b h\,dz/|n_x|$. The thread starts to move when

$$\left(\sigma\cos\lambda-\frac{\tau_f}{|n_x|}\right)bh=K\left(\ln\frac hb+1\right).$$

Friction acts like a reduced misfit and raises the thickness at which motion begins. If the bracket is zero or negative, the thread does not advance at any thickness where the line energy is positive.

Three further conditions limit the result. Threads must already be present, since the energy needed to nucleate a dislocation loop is not included. The first misfit lines must be far apart, because stress from neighbouring lines changes the drive. Finally, elastic anisotropy of the film alters both $\sigma$ and the line energy, while a very thick substrate with different elastic constants alters the line energy but not the film stress. Within these limits, $h_c$ is the thickness above which lengthening an isolated misfit line lowers the energy; it does not say how fast or how completely the film relaxes.

## Table of computed values

```
shear modulus mu = 50.0 GPa
Poisson ratio nu = 0.30
Burgers vector length b = 0.40 nm
misfit strain f = 0.010
cos lambda = 0.500, cos beta = 0.500
strain along film normal = -0.00857
film stress = 1.8571 GPa
driving force per thickness = 0.3714 nN/nm
K from formula = 0.84125 nN
K from angular integral = 0.84125 nN
image force at 5 nm, surface loads = 0.168250 nN/nm
image force at 5 nm, K/h = 0.168250 nN/nm
A = 5.6622
iterate 0: h = 4.0000 nm
iterate 1: h = 7.4800 nm
iterate 2: h = 8.8977 nm
iterate 3: h = 9.2908 nm
iterate 4: h = 9.3887 nm
iterate 5: h = 9.4125 nm
iterate 10: h = 9.4200 nm
critical thickness, Lambert = 9.4200 nm
critical thickness, numerical forces = 9.4200 nm
h_c / b = 23.550
slope of iteration at h_c = 0.2404
smaller root = 0.1578 nm
h = 0.5 h_c = 4.710 nm: drive 1.7494 nN, line 2.9157 nN
h = 1.0 h_c = 9.420 nm: drive 3.4989 nN, line 3.4989 nN
h = 2.0 h_c = 18.840 nm: drive 6.9977 nN, line 4.0820 nN
f = 0.002: h_c = 69.777 nm, h_c/b = 174.44
f = 0.005: h_c = 22.855 nm, h_c/b = 57.14
f = 0.010: h_c = 9.420 nm, h_c/b = 23.55
f = 0.020: h_c = 3.630 nm, h_c/b = 9.08
f = 0.040: h_c = 1.178 nm, h_c/b = 2.94
largest misfit with a root = 0.0566
core parameter alpha = 1: h_c = 6.212 nm
core parameter alpha = 2: h_c = 8.489 nm
core parameter alpha = e: h_c = 9.420 nm
core parameter alpha = 4: h_c = 10.552 nm
```
